# Water condensation between resist walls 20 nm apart

## Problem

Two long, parallel resist walls stand a distance $d=20$ nm apart in humid air at $T=298$ K. Treat water as perfectly wetting the resist. Use the rough values $\gamma=72$ mN/m for the surface tension of water and $V_m=18$ cm³/mol for its molar volume as a liquid.

The relative humidity $h$ is the partial pressure of water vapour divided by its value over flat water at the same temperature and the same total air pressure. It is written as a fraction in equations and as a percentage in results.

1. Derive the Kelvin equation for a meniscus between parallel walls, for a general contact angle $\theta$.
2. Show that the gap can fill with water in equilibrium at about 95 percent relative humidity.
3. Show from the free energy that filling is favoured above the threshold rather than below it. Find the widest gap that can fill at 95 percent.
4. The gap is a trench with a perfectly wetting floor. Show how condensation can begin without an energy barrier.
5. Estimate the effects of an adsorbed water film, a contact angle of $60^\circ$, and a wall 1 K cooler or warmer than the air.
6. The resist lines are 20 nm wide and 40 nm high. Estimate how far an isolated pair bends when its gap is full.

Unless a part says otherwise, take the vapour as ideal, the liquid as incompressible, the walls as rigid and at air temperature, and the surface tension as that of a flat surface. Neglect gravity, dissolved substances and adsorbed films.

## Solution

### 1. The Kelvin equation for a gap

Water can pass between vapour and liquid, so equilibrium requires equal chemical potentials. Let $\mu_0$ be their common value when flat water is in equilibrium with saturated vapour in air at total pressure $p_a$.

For an ideal vapour at constant temperature, $d\mu_v=RT\,d\ln p_v$. Changing the vapour pressure from its saturation value to $h$ times that value gives

$$
\mu_v=\mu_0+RT\ln h .
$$

Since $h<1$, the logarithm is negative: water in unsaturated air has a lower chemical potential than flat liquid water.

For the liquid at constant temperature, $d\mu_l=V_m\,dp$. If its pressure is $p_a-\Pi$ instead of $p_a$, then, with $V_m$ constant,

$$
\mu_l=\mu_0-V_m\Pi .
$$

Equating the two potentials cancels $\mu_0$ and gives

$$
\Pi(h)=\frac{RT}{V_m}\ln\frac1h . \tag{1}
$$

The quantity $\Pi$ is the suction: the amount by which the liquid pressure must lie below the air pressure for the liquid to coexist with air of humidity $h$. Drier air demands a larger suction.

A curved meniscus can sustain this pressure difference. Between long parallel walls it curves across the gap but is straight along the walls. One principal radius is $r$ and the other is infinite, so the Laplace equation reads

$$
\Pi=\gamma\left(\frac1r+\frac1\infty\right)=\frac{\gamma}{r}.
$$

The meniscus is a circular arc that meets each wall at the angle $\theta$. The radius drawn to a contact point makes the angle $\theta$ with the normal to the wall. Its component across the gap is half the gap width:

$$
r\cos\theta=\frac d2,\qquad r=\frac{d}{2\cos\theta}.
$$

Hence

$$
\Pi=\frac{2\gamma\cos\theta}{d}. \tag{2}
$$

The same result follows from a force balance. Per unit length along the trench, the pressure difference exerts a force $\Pi d$ on the meniscus. Surface tension acts at two contact lines, each with a component $\gamma\cos\theta$ parallel to the wall. Balance requires $\Pi d=2\gamma\cos\theta$.

Equations (1) and (2) together give

$$
\frac{RT}{V_m}\ln\frac1{h_K}=\frac{2\gamma\cos\theta}{d}.
$$

Multiplying by $V_m/(RT)$ and using $\ln(1/h_K)=-\ln h_K$ gives the threshold humidity

$$
h_K=\exp\left(-\frac{2\gamma V_m\cos\theta}{RTd}\right). \tag{3}
$$

For a wide gap $h_K$ tends to 1, the condition for flat water. It also tends to 1 as $\theta$ approaches $90^\circ$, because the meniscus becomes flat. For $\theta>90^\circ$ the exponent is positive, so this mechanism gives no condensation below saturation.

### 2. The threshold for the 20 nm gap

For perfect wetting, $\theta=0$ and $\cos\theta=1$. The meniscus radius is $r=d/2=10$ nm, and the suction is

$$
\Pi=\frac{2(0.072\ \mathrm{N/m})}{20\times10^{-9}\ \mathrm m}
=7.2\times10^6\ \mathrm{Pa}=7.2\ \mathrm{MPa}.
$$

The corresponding energy per mole is

$$
\Pi V_m=(7.2\times10^6\ \mathrm{Pa})(18\times10^{-6}\ \mathrm{m^3/mol})
=129.6\ \mathrm{J/mol}.
$$

At 298 K, $RT=2477.7$ J/mol, so

$$
\ln h_K=-\frac{129.6}{2477.7}=-0.0523,\qquad h_K=0.949 .
$$

The threshold is therefore **94.9 percent relative humidity**, and at 95 percent the air is just humid enough for the gap to fill.

The suction is large, yet the humidity is lowered by only about 5 percent, because $\Pi V_m$ is small compared with $RT$. For a small exponent, $1-h_K\approx 2\gamma V_m\cos\theta/(RTd)$, so the distance from saturation varies nearly as $1/d$. With the other quantities fixed, the threshold is 90.1 percent for a 10 nm gap and 97.4 percent for a 40 nm gap.

The geometry matters. In a round pore of diameter $d$ the meniscus curves in two directions, and the pressure difference is $4\gamma/d$. That doubles the exponent, as halving the width of a slit does, so a round pore 20 nm across has the 90.1 percent threshold of a 10 nm slit.

In air at 1 atm the liquid pressure is about $-7.1$ MPa. The negative sign means that the water is under tension.

### 3. Which side of the threshold favours filling?

Equation (3) locates coexistence. The direction of change follows from the grand potential $\Omega$, the free energy that is lowest when temperature and chemical potentials are fixed by a large reservoir, here the humid air.

A bulk phase of pressure $p$ contributes $-p$ per unit volume to $\Omega$. Replacing air at $p_a$ by liquid at $p_a-\Pi(h)$ therefore changes $\Omega$ per unit volume by

$$
-(p_a-\Pi)-(-p_a)=\Pi .
$$

This is the cost of condensing water from unsaturated air. Per unit area of one wall the gap has volume $d$, so the cost is $\Pi d$.

Wetting the walls gives a gain. Let $\gamma_{sv}$ and $\gamma_{sl}$ be the surface energies of resist against vapour and liquid. Young's equation is $\gamma_{sv}-\gamma_{sl}=\gamma\cos\theta$. In perfect wetting the difference is taken as $\gamma$, with the thickness of any film on the wall neglected. There are two walls, so filling changes the grand potential per unit area by

$$
\Delta\Omega=\Pi(h)\,d-2\gamma\cos\theta . \tag{4}
$$

The meniscus at the end of a long filled region is a fixed cost and does not affect this comparison per unit area.

As $h$ rises, $\ln(1/h)$ falls and so does $\Pi$. Thus $\Delta\Omega$ is positive below $h_K$, zero at $h_K$ and negative above it. At 95 percent, equation (1) gives $\Pi=7.061$ MPa, and

$$
\Delta\Omega=(7.061\ \mathrm{MPa})(20\ \mathrm{nm})-2(72\ \mathrm{mN/m})
=141.2-144.0=-2.8\ \mathrm{mJ/m^2}.
$$

At 94 percent the same calculation gives $+26.3$ mJ/m². The full gap is favoured in the first case and the empty gap in the second. Although the water at 95 percent is under tension, emptying the gap would raise the free energy.

The widest gap that can fill at a given humidity follows by setting $\Delta\Omega=0$ with $\theta=0$:

$$
d_{\max}=\frac{2\gamma}{\Pi(0.95)}
=\frac{0.144\ \mathrm{N/m}}{7.061\times10^6\ \mathrm{Pa}}
=20.4\ \mathrm{nm}.
$$

The 20 nm gap lies just inside this limit. The margin is small, which is why the corrections in part 5 matter.

### 4. How filling begins in a trench

A lower final free energy does not by itself provide a path to the final state. In a trench, the two corners between floor and walls provide one.

Let each corner hold water bounded by a quarter-circle of radius $\rho$, tangent to the floor and to the wall. The water occupies a square of side $\rho$ with a quarter-disc removed. Per unit trench length, each corner has

- liquid area $\rho^2-\pi\rho^2/4=(1-\pi/4)\rho^2$;
- liquid–air interface $\pi\rho/2$;
- wetted solid $2\rho$.

The liquid costs $\Pi$ per unit volume, the interface costs $\gamma$ per unit area, and wetting gains $\gamma$ per unit area. For two corners,

$$
\Omega_c=2\left[\Pi\left(1-\frac\pi4\right)\rho^2+\gamma\frac{\pi\rho}{2}-2\gamma\rho\right].
$$

Since $\pi/2-2=-2(1-\pi/4)$, this becomes

$$
\Omega_c=2\left(1-\frac\pi4\right)\left(\Pi\rho^2-2\gamma\rho\right).
$$

Its derivative is

$$
\frac{d\Omega_c}{d\rho}=4\left(1-\frac\pi4\right)(\Pi\rho-\gamma).
$$

The derivative is negative at small $\rho$, so water collects in the corners without a barrier. It vanishes at $\rho=\gamma/\Pi$, and the second derivative is positive, so this is a minimum. At 90 percent humidity the radius is about 5.0 nm: the corners are wet, but the gap remains open.

The two corner menisci meet in the middle of the floor when $\rho=d/2$. The minimum reaches this radius when $\gamma/\Pi=d/2$, or $\Pi=2\gamma/d$, which is the Kelvin threshold. The two quarter-circles then form one semicircular meniscus.

If this meniscus rises by $dz$ without changing shape, the liquid area grows by $d\,dz$ and the wetted wall length by $2\,dz$. Therefore

$$
\frac{d\Omega}{dz}=\Pi d-2\gamma .
$$

This is negative above the threshold, so both the corner stage and the rising stage run downhill. The column can rise until the meniscus reaches the tops of the lines.

Two walls without a floor are different. A first bridge of water must span the gap, and its lateral size must be at least of order $d$. Near the threshold the volume cost and the wetting gain almost cancel, which leaves the cost of its meniscus. For the smallest bridge this is of order $\gamma d^2$. In thermal units,

$$
\frac{\gamma d^2}{k_BT}\approx7000 .
$$

This is a scale, not a calculated barrier height, but it is far too large for an ordinary thermal fluctuation. Just above the threshold the barrier is much higher still, because a bridge must grow much wider than $d$ before further filling lowers the free energy. Such a gap may stay dry above $h_K$ unless a floor, a closed end or a narrower place starts the filling. The word "can" in the result refers to equilibrium and, for the wetting trench, also to this downhill path.

### 5. Effects left out of the simple threshold

**Adsorbed film.** A perfectly wetting wall carries a thin water film before the gap fills. Let its thickness be $t$, and let van der Waals forces contribute the energy $A/(12\pi t^2)$ per unit area, where $A$ is the magnitude of the Hamaker constant. The liquid in the film costs $\Pi t$, so the film energy is

$$
f(t)=\frac{A}{12\pi t^2}+\Pi t .
$$

Setting $df/dt=0$ gives

$$
-\frac{A}{6\pi t^3}+\Pi=0,\qquad \Pi=\frac{A}{6\pi t^3}.
$$

It follows that $A/(12\pi t^2)=\Pi t/2$, and the minimum energy is $f=3\Pi t/2$. Each wall of the open gap carries this extra energy, so filling gains $2(\gamma+3\Pi t/2)$ instead of $2\gamma$. The threshold condition is

$$
\Pi d=2\gamma+3\Pi t,\qquad \Pi(d-3t)=2\gamma .
$$

The film acts as if the gap were narrower by $3t$. With the rough value $A=1.0\times10^{-20}$ J, numerical solution of the two conditions for $\Pi$ and $t$ gives $t=0.41$ nm and a threshold of 94.6 percent. This film is about as thick as a molecule, so the continuum formula indicates the size of the correction and no more.

**Contact angle.** For $\theta=60^\circ$, $\cos\theta=1/2$. The exponent in equation (3) is halved and the threshold rises to 97.4 percent. At 95 percent such a gap stays dry in equilibrium.

**Wall temperature.** Let the air remain at $T$ while the walls and the water between them are at $T_w$. The partial pressure of vapour is taken as the same in the air and at the wall. The wall compares it with the saturation pressure $p_s(T_w)$, but the quoted humidity refers to $p_s(T)$. The air humidity needed is therefore

$$
h_{\rm air}=h_K(T_w)\frac{p_s(T_w)}{p_s(T)} .
$$

The Clausius–Clapeyron equation for an ideal vapour is $d\ln p_s/dT=L/(RT^2)$, where $L$ is the molar heat of vaporisation. With $L$ constant over 1 K, integration gives

$$
\frac{p_s(T_w)}{p_s(T)}=\exp\left[\frac LR\left(\frac1T-\frac1{T_w}\right)\right].
$$

Take the rough value $L=44$ kJ/mol and hold $\gamma$ and $V_m$ fixed. A wall 1 K cooler than the air needs an air humidity of 89.4 percent. A wall 1 K warmer would need 100.7 percent, so it does not fill from air below saturation. Among the effects estimated here, a temperature difference of 1 K shifts the threshold most.

**Smaller corrections.** With a rough compressibility $\beta=0.45$ GPa$^{-1}$, the molar volume under tension is slightly larger. Integrating $V_m(1-\beta p)$ from zero pressure to $-\Pi$ multiplies $V_m\Pi$ by $1+\beta\Pi/2$, a change of about 0.2 percent. The threshold remains 94.9 percent. If curvature changes the surface tension by a relative amount of order $\delta/r$, with a rough length $\delta=0.1$ nm, the change is 1 percent and the threshold moves by about 0.05 percentage points. The direction is left open here.

### 6. Bending of an isolated pair of lines

The full gap pulls its two walls together. The outer side of each line is at air pressure and the inner side at a pressure lower by $\Pi$. First take the walls as upright. For perfect wetting, surface tension at the contact line then pulls along the wall and adds no sideways force. Its downward pull at the inner edge is matched by the equal tension of the thin wetting film on the outer side, so it adds no bending moment about the middle of the line. This cancellation relies on the outer film; without it the moment $\gamma w/2$ would add $\gamma wH^2/(4EI)\approx0.4$ nm to the tip displacement found below.

Treat each line as a beam of width $w=20$ nm and height $H=40$ nm, clamped at its foot. Per unit length along the line, the sideways load per unit height is $q=\Pi$. Hold it at the threshold value of 7.2 MPa. At height $z$, the load above produces the shear force and bending moment

$$
F(z)=q(H-z),\qquad M(z)=\frac{q(H-z)^2}{2}.
$$

With Young's modulus $E$ and $I=w^3/12$, the bending displacement obeys $EIu''=M$. The clamped foot requires $u(0)=u'(0)=0$. The first integration gives

$$
u'(z)=\frac{q}{6EI}\left[H^3-(H-z)^3\right],
$$

and integration from $0$ to $H$ gives

$$
u_b=\frac{q}{6EI}\left(H^4-\frac{H^4}{4}\right)
=\frac{qH^4}{8EI}=\frac{3qH^4}{2Ew^3}.
$$

A line only twice as high as it is wide also shears appreciably. The shear slope is $F/(k_sGw)$, where $G=E/[2(1+\nu)]$ is the shear modulus, $\nu$ is Poisson's ratio and $k_s=5/6$ is the factor for a rectangular section. Integrating $F$ over the height gives

$$
u_s=\frac{qH^2}{2k_sGw}.
$$

For a resist with the rough values $E=2$ GPa and $\nu=0.35$,

$$
u_b=\frac32\,\frac{7.2\times10^6}{2\times10^9}\left(\frac{40}{20}\right)^3(40\ \mathrm{nm})
=1.73\ \mathrm{nm},
$$

and $u_s=0.47$ nm. Under the pressure load alone, each tip moves by about 2.2 nm, and the top of the gap narrows from 20 nm to about 15.6 nm. A long line cannot contract freely along its length, which would lower the bending term by the factor $1-\nu^2$, or about 12 percent; this is left out.

The narrowing brings in a sideways pull. At the same suction the meniscus keeps its radius $d/2$. Held at two top edges a distance $g$ apart, it makes an angle $\alpha$ with the vertical there, with $\cos\alpha=g/d$, and pulls each edge inward with the force $\gamma\sin\alpha$ per unit length. A sideways force $P$ per unit length at the tip moves it by $P[H^3/(3EI)+H/(k_sGw)]$. The tip displacement $u$ therefore obeys

$$
u=u_b+u_s+\gamma\sqrt{1-\frac{g^2}{d^2}}\left(\frac{H^3}{3EI}+\frac{H}{k_sGw}\right),\qquad g=d-2u .
$$

Numerical solution gives $u\approx3$ nm and $g\approx14$ nm. The downward pulls on the two sides of a bent line are no longer equal; including this, together with the tilt of the faces, lowers $u$ by about 0.2 nm, which leaves the rounded values unchanged. The lines bend but do not touch in this elastic estimate.

The elastic assumption is itself near its limit. The largest bending stress at the foot is $6M(0)/w^2$. The pressure load alone gives $3\Pi H^2/w^2\approx86$ MPa, and the sideways pull at the edge raises this to nearly 120 MPa. With $E=2$ GPa this is a strain of about 6 percent, at or above the usual yield point of a glassy polymer, so a real resist line may yield and bend further, and contact cannot be ruled out.

A uniform gap of 15.6 nm would have a threshold of 93.5 percent. This shows the sensitivity to narrowing; it is not the drying threshold of the bent pair, whose gap is still 20 nm wide at the foot and whose load changes with humidity.

The bending term grows as $H^4/w^3$. Doubling the height at fixed width, gap and suction multiplies it by 16, to about 28 nm. That exceeds half the gap, so the linear estimate fails and contact is to be expected. In a dense array with equally filled gaps, the loads on the two sides of an inner line cancel while the lines stand upright. Close to the threshold, in this elastic model up to about 95.1 percent for these lines, this balance is unstable: when two neighbours lean together, the meniscus in the narrowed gap pulls their edges inward more strongly, so the lines may bend together in pairs.

### The model beside a real resist pattern

The dimensions and the modulus are meant to represent a fine polymer resist pattern, and the material values are rough. Perfect wetting is an assumption to check: a resist may be wetted only partly, and the $60^\circ$ case shows that this can move the threshold from 94.9 to 97.4 percent. Real resist can also take up water, swell and soften, and its lines have rough walls and rounded corners. A softer line bends more. The result therefore applies to a clean, wetting trench at air temperature; it is not a humidity limit for every resist process.
